Choosing the perturbation size in correlated sampling of energy differences

**One coordinate, two Gaussians**

Take one particle on a line, in atomic units, with potential kx²/2 and trial function ψ = exp(−ax²/2). Since ψ''/ψ = a²x² − a, its local energy is

E_L = Hψ/ψ = a/2 + c x², c = (k − a²)/2.

Variational Monte Carlo draws positions from the normalized density ψ² and averages E_L. Now change the trial exponent to a' = (1+λ)a and the spring constant to k'. The positions already drawn can serve the new problem if each carries the weight

w = (ψ'/ψ)² = exp(−λax²).

At λ = 0 and k' = k all weights are 1, both local energies agree at every position, and the estimated energy difference is zero without statistical noise. Two separate runs would instead give the difference of two noisy numbers.

The price is that the weights become unequal. With ⟨…⟩ the average over ψ², a ratio of Gaussian integrals gives

⟨exp(−tax²)⟩ = (1+t)^(−1/2), t > −1.

Setting t = λ and t = 2λ,

⟨w⟩²/⟨w²⟩ = √(1+2λ)/(1+λ) = ρ, ρ² = 1 − [λ/(1+λ)]²,

because (1+λ)² − λ² = 1+2λ. This ratio is the effective fraction of samples for a quantity independent of the weights; for the energy it is only a guide. For n independent coordinates the weights multiply, the averages factorize, and the fraction is ρⁿ. At λ = 0.2, ρ² = 35/36, which is harmless for one coordinate but not for hundreds.

The setting called correlated sampling, or reweighting, makes this trade in general. The user chooses how far the second system lies from the first and how many samples to take. The analysis here is for variational Monte Carlo; the branching weights of diffusion Monte Carlo are not included.

**What is computed**

Let ψ and ψ' be real trial functions for H and H', with mean energies E and E'. Multiplying and dividing by ψ² gives

E' = ∫ψ'² E_L' / ∫ψ'² = ⟨w E_L'⟩/⟨w⟩, E_L' = H'ψ'/ψ'.

The normalizations of ψ and ψ' cancel. From M samples of ψ² one therefore forms

D = Σ w_i E_L'(i) / Σ w_i − (1/M) Σ E_L(i).

To find its error, define

v = w/⟨w⟩, ε = E_L − E, ε' = E_L' − E',

so that ⟨v⟩ = 1, ⟨ε⟩ = 0 and ⟨vε'⟩ = 0. With A = (1/M)Σv_iε'_i and B = (1/M)Σv_i, the first term of D is E' + A/B. For independent samples with finite second moments, A and B − 1 are both of order M^(−1/2), and

A/B = A − A(B−1) + …

Keeping the first term,

D − (E' − E) ≈ (1/M) Σ u_i, u = vε' − ε,

Var D ≈ ⟨u²⟩/M.

The second term gives the leading bias. Products from different samples average to zero, which leaves

bias ≈ −(1/M)⟨vε'(v−1)⟩ = −(1/M)⟨v²ε'⟩.

The bias falls as 1/M and the statistical error as 1/√M, so the bias becomes negligible once M is large enough for the expansion to hold.

The error bar should be computed from u, not from the two energies separately. Replace the averages in u by sample averages to obtain û_i; the squared error bar is then Σû_i²/[M(M−1)] for independent samples. It is reliable only if many samples carry appreciable weight.

**Why the noise vanishes with the perturbation**

Let ψ' and H' depend smoothly on λ and coincide with ψ and H at λ = 0. Write ∂ for the derivative with respect to λ at zero. Since v = w/⟨w⟩ and ln w = 2 ln ψ' − 2 ln ψ,

∂v = g = 2(∂ln ψ' − ⟨∂ln ψ'⟩).

At λ = 0, v = 1 and ε' = ε, so u = 0. The product rule gives the next term:

u = λu₁ + O(λ²), u₁ = gε + ∂E_L' − ∂E'.

If the second moments stay finite and can be expanded,

Var D ≈ λ²⟨u₁²⟩/M.

The standard error is proportional to |λ|. So is the energy difference, if its first derivative is not zero, and the relative error then tends to a constant. The quotient D/λ thus estimates an energy derivative with finite noise as λ → 0. It keeps a bias of order 1/M: since ⟨vε'⟩ = 0, ⟨v²ε'⟩ = ⟨v(v−1)ε'⟩ ≈ λ⟨gε⟩, and the bias of D/λ tends to −⟨gε⟩/M. Two independent runs of M samples each have variance

(Var E_L + Var' E_L')/M,

where Var' is taken over ψ'². As λ → 0 this tends to 2 Var E_L/M. Unless ψ is an exact eigenfunction, the limit is not zero, and the relative error grows as 1/|λ| when the energy difference is linear in λ.

In a stationary Markov chain the leading variance is the sum of the autocovariances of u, divided by M. Each autocovariance carries the factor λ², so the law survives whenever this sum converges. The prefactor changes, and it is larger when the autocovariances at nonzero lag add up to a positive number.

**A case with every factor visible**

Put N distinguishable, non-interacting particles in separate three-dimensional harmonic wells, so that n = 3N. Let X be the sum of all squared coordinates, each measured from its own well centre. Change the exponent to a' = (1+λ)a and the spring constant to k' = (1+λ)²k. Then

E_L = na/2 + cX, c' = (1+λ)²c.

The mean square coordinate is s = 1/(2a) in ψ², and s' = s/(1+λ) in ψ'². The density proportional to ψ²w² is also Gaussian, with exponent (1+2λ)a and s'' = s/(1+2λ). It is normalizable for λ > −1/2. For a Gaussian density with mean square σ per coordinate, ⟨x⁴⟩ = 3σ² gives X the mean nσ and the variance 2nσ².

With ε = c(X − ns) and ε' = c'(X − ns'), the three parts of ⟨u²⟩ are as follows. First,

⟨ε²⟩ = 2nc²s².

In the cross term, v converts the average into one over ψ'². There X − ns' has zero mean, so the constant difference between ns and ns' drops out:

⟨vε'ε⟩ = cc'·2ns'² = 2nc²s².

In the last term, v² gives the factor ⟨v²⟩ = ρ⁻ⁿ and an average over the third Gaussian:

⟨v²ε'²⟩ = ρ⁻ⁿ c'² [2ns''² + n²(s''−s')²],

s'' − s' = −sλ/[(1+λ)(1+2λ)].

Adding the first and last terms and subtracting twice the cross term,

⟨u²⟩ = 2nc²s² {ρ⁻ⁿ[(1+λ)⁴/(1+2λ)² + nλ²(1+λ)²/(2(1+2λ)²)] − 1}.

For small λ and small nλ², the first fraction is 1 + 2λ², the second is nλ²/2, and ρ⁻ⁿ is 1 + nλ²/2. Hence

⟨u²⟩ ≈ 2n(n+2)c²s²λ².

The factor n² at large n comes from gε, a product of two fluctuations that each grow as √n. The variance vanishes with λ at fixed N, but not uniformly in N.

Now take numbers. Let the well quantum be 2 eV and let a be 0.8 of the exact exponent ω. With k = ω²,

cs = (k−a²)/(4a) = (1−0.64)ω/3.2 = 0.1125 × 2 eV = 0.225 eV.

The energy per coordinate is a/2 + cs = 0.5125ω = 1.025 eV. Both of its terms scale as 1+λ, so E' − E = nλ × 1.025 eV. Four particles at λ = 0.02 give

E' − E = 12 × 0.02 × 1.025 eV = 0.246 eV.

The small-λ standard deviation for M = 1000 is

√(2×12×14) × 0.225 eV × 0.02/√1000 = 2.6 meV.

For separate runs, c's' = (1+λ)cs gives the variance 2nc²s²[1+(1+λ)²]/M, hence 49.8 meV. Repeating the correlated calculation 2000 times gave these standard deviations:

λ | measured | full formula | separate runs, formula (meV)
0.16 | 18.6 | 19.1 | 53.4
0.04 | 4.86 | 5.04 | 50.3
0.01 | 1.24 | 1.29 | 49.5

The measured values lie 2 to 4 % below the formula. For nearly normal run averages, the standard error of a standard deviation from 2000 runs is 1/√4000, or 1.6 %. The rows reuse the same samples, so they share their deviation and are not separate pieces of evidence. At λ = 0.02 the formulas give a variance ratio of 378 in favour of correlated sampling; the measured ratio was 430.

A Metropolis walk of 600 steps for the same four particles, with normally distributed trial moves of 0.69 standard deviations of ψ² in every coordinate, had roughly 20 times the variance of 600 independent samples at λ = 0.01. This factor depends on the step length. Its variance still changed by a factor of 3.97 when λ was halved, close to the expected 4. The variance ratios above are for independent samples and need not carry over to a chain.

**What the effective sample size says**

A useful diagnostic is

M_eff = (Σw_i)²/Σw_i², M_eff/M → 1/⟨v²⟩.

For a quantity f statistically independent of the weights, the weighted mean has leading variance ⟨v²⟩Var(f)/M = Var(f)/M_eff, which explains the name. M_eff is not the error bar of D: as λ → 0 it tends to M, while the error of D tends to zero.

If ψ and ψ' are products of N equal one-particle factors, the fraction is q^N, with q = ⟨w₁⟩²/⟨w₁²⟩ for the one-particle weight w₁. The variance of w₁ cannot be negative, so q ≤ 1, with equality when w₁ is constant. At λ = 0.2 the Gaussian model gives

N | sampled M_eff/M | ρ^(3N)
1 | 0.959 | 0.959
16 | 0.510 | 0.509
32 | 0.258 | 0.259

The fraction falls by a factor e for every 24 particles.

For correlated particles, define K(t) = ln⟨w^t⟩. Then

ln(⟨w⟩²/⟨w²⟩) = 2K(1) − K(2).

Expand ln w in λ. Terms of K linear in t cancel in this combination. The remaining second-order term is t²λ²Var(g)/2, so

ln(M_eff/M) ≈ λ²Var(g)(1 − 2) = −λ²Var(g).

When g is a sum of N local terms with short-ranged correlations, Var(g) grows at most in proportion to N. It grows more slowly if neighbouring terms cancel, as in Σ(x_i² − x_(i+1)²) along a chain, where only the two end terms survive. At fixed λ, exponential decay follows if K(1) and K(2) also grow in proportion to N and 2K(1) − K(2) has a nonzero rate.

A perturbation of a fixed share of the system can produce this decay; a perturbation of a single site in a short-ranged model does not. The numerical check includes a ring of coupled Gaussian coordinates. Changing the exponent at every site left fractions of 0.859, 0.738 and 0.545 for 8, 16 and 32 sites. Changing it at one site left 0.982 in all three cases. In a long ring of this kind, a change on a contiguous half of the sites gives half the decay rate of the full change. For a small change of the exponent, where the second-order formula applies, a change on every second site gives less than half, because Var(g) then leaves out the correlations between neighbours. For a large increase, comparable to the exponent itself, it gives slightly more than half. Moving one atom in a large molecule can resemble the one-site change if the trial function responds locally, but the node condition below must still be met.

**Choosing the step**

In the Gaussian model, let n grow while y = nλ²/2 stays fixed. Then λ → 0, ρ⁻ⁿ → e^y, and

⟨u²⟩ → 2nc²s²[e^y(1+y) − 1].

The corresponding sum for separate runs is 2nc²s² × 2. The two methods have equal variance when

e^y(1+y) = 3, y = 0.618, λ* = √(2y/n) = 1.11/√n.

The useful range of λ therefore shrinks as N^(−1/2). For 64 particles this limit gives 0.080, while the full formula gives 0.089 for positive λ. At finite n the two signs differ: for four particles the full formula gives break-even at λ = +0.50 but already at λ = −0.21, where ψ' is broader than the sampled ψ.

The same limit turns M_eff into a guide. The retained fraction is f = e^(−y), and for small y the variance advantage over separate runs is

2/[e^y(1+y) − 1] ≈ 1/y ≈ 1/(1−f).

Retaining 99 % of the samples thus corresponds to an advantage near 100. At 90 %, y = 0.105 and the unexpanded expression gives 2/0.228, about 9, slightly below the 10 of the small-y form. At break-even f = e^(−0.618) = 0.54. These figures belong to this model at large n. At 90 % the full formula gives 8.6 for positive and 6.6 for negative λ with four particles, and 6.9 and 4.0 with one. In another system, compare the error bar from û with that of separate runs. As a starting point, choose λ so that M_eff/M is at least 0.9, and reduce λ as N^(−1/2) when an extensive perturbation is applied to a larger system.

If a large change is needed, divide it into J steps, each with a fresh set of samples from its own starting function. Let T be the total number of samples and C = ⟨u₁²⟩, taken as constant along the path. Each step has variance (λ/J)²C/(T/J), and J such steps add up to

J × (λ/J)²C/(T/J) = λ²C/T.

To leading order the variance does not depend on J, and the division keeps each step in the region where the leading order applies. The bias does depend on J. Since ⟨vε'⟩ = 0, a small step has ⟨v²ε'⟩ = ⟨v(v−1)ε'⟩ ≈ (λ/J)⟨gε⟩, and its bias is

−(λ/J)⟨gε⟩/(T/J) = −λ⟨gε⟩/T.

If ⟨gε⟩ is also roughly constant along the path, J steps add up to J times this amount. Use no more steps than needed, and keep many samples in each.

**When the diagnostic itself fails**

For positive weights (Σw)² ≥ Σw², so the sampled M_eff cannot fall below 1, even when M/⟨v²⟩ does. At λ = 0.2, N = 128 and M = 1000, M/⟨v²⟩ is 4.5, but the median sampled M_eff over 40 runs was 20. For N = 256 the two numbers were 0.02 and 6.5.

In the larger system D was also wrong by 7.8 eV on average, about 5 % of the true difference of 157.4 eV. The cause can be seen in X. Its mean in ψ'² lies below its mean in ψ² by

nsλ/(1+λ) = 768s/6 = 128s,

while its standard deviation in ψ² is √(2×768)s = 39s. The centre of the important region is 3.3 standard deviations away. On average only 0.3 of 1000 samples lie at or below it, and about three runs in four have none. The sampled X is too large, and because c' > 0 the estimated E' is too high. A sampled M_eff of a few units is therefore a reason to reject the run, not a measure of its remaining information. Even a few tens call for caution: the error bar from û rests on the same few samples, and in this model it is then already too small. Repeat with a smaller λ.

**Tails and nodes**

The second moment ⟨w²⟩ must exist. In the Gaussian model it diverges for λ ≤ −1/2, when ψ' reaches too far beyond ψ. Where there is a choice, sample the broader function.

Nodes impose a stricter condition. Near a node of ψ at x = 0, let ψ ∝ x and ψ' ∝ x − d. The integrand of ⟨w²⟩ is

ψ²w² = ψ'⁴/ψ² ∝ d⁴/x² near x = 0.

Leaving out |x| < η gives a contribution proportional to 2d⁴/η, which diverges as η → 0 for every d ≠ 0. The energy term has the integrand

ψ²w²ε'² = ψ'²[(H'−E')ψ']²/ψ²,

which diverges in the same way unless (H'−E')ψ' vanishes at the old node. In the numerical check, halving η doubled both integrals to within 1 %. The mean can still exist, but the variance formula and its λ² law fail, however small the displacement. A finite run will still print a finite error bar, and for a small displacement its M_eff/M can be close to 1, so neither number reveals the failure.

Reweighting from ψ² is therefore suited to changes that leave the nodes in place, such as a change in a positive Jastrow factor. If the nodes move, sample a density proportional to P = ψ² + bψ'² with b > 0, and weight the two systems by ψ²/P and ψ'²/P. The second moment for the new system then obeys

∫ψ'⁴ε'²/P ≤ (1/b)∫ψ'²ε'²,

because P ≥ bψ'². The right side is finite whenever the ordinary energy variance of ψ' is finite. The same argument with P ≥ ψ² covers the original system, and leaving out ε'² bounds the weights themselves. This makes the variance finite but does not restore the λ² law. Near the nodes the fluctuation is u ≈ [(x−d)R − xR]/P = −dR/P, with R = (H−E)ψ at the node, so ∫Pu² ∝ d²R²∫dx/[x² + b(x−d)²] = πR²|d|/√b. Unless R = 0, this contribution falls only as |d|.

Numbers as computed

```
well quantum: 2.000 eV; exponent fraction: 0.80
rms coordinate in psi^2: 1.5431 angstrom
c*s: 0.2250 eV
trial energy per particle: 3.0750 eV
exact energy per particle: 3.0000 eV
four particles: M=1000 samples per run, 2000 runs
lambda | exact diff, mean D (eV)
       | SD corr measured, formula; SD indep formula (meV)
       | variance gain; M_eff/M
0.16 | 1.96800, 1.96820
     | 18.585, 19.067; 53.384
     | 7.84; 0.89124
0.08 | 0.98400, 0.98411
     | 9.505, 9.822; 51.305
     | 27.28; 0.96755
0.04 | 0.49200, 0.49206
     | 4.862, 5.039; 50.291
     | 99.62; 0.99116
0.02 | 0.24600, 0.24603
     | 2.467, 2.560; 49.790
     | 378.20; 0.99770
     | one-run error bar: 2.315 meV
0.01 | 0.12300, 0.12302
     | 1.244, 1.292; 49.542
     | 1471.07; 0.99941
separate runs, lambda=0.02: SD 51.155 meV
measured variance gain: 429.8
bias, lambda=0.2, M=50: measured 10.43, formula 10.96 meV
Metropolis acceptance: 0.255
variance ratio, lambda 0.01/0.005: 3.974
Metropolis variance / independent-sample variance: 22.32
lambda=0.20: N | sampled M_eff/M, formula
  1 | 0.95855, 0.95862
  4 | 0.84460, 0.84449
 16 | 0.50950, 0.50860
 32 | 0.25841, 0.25867
particles for a factor 1/e: 23.67
N=128, M=1000: M*population fraction 4.477, median sampled M_eff 19.79
N=256, M=1000: M*population fraction 0.0200
median sampled M_eff: 6.53
exact difference: 157.440 eV; mean error: 7.762 eV
crossover lambda: N=4 0.4980, N=64 0.0893, N=1024 0.0206
large-n constant: y=0.6176, sqrt(2y)=1.1114
ring (dimensionless): site=1.0, coupling=0.5, shift=0.4
global loss rate per site: 0.01898; one-site limit: 0.98224
ring N=8: global 0.85888, one-site 0.98210
ring N=16: global 0.73774, one-site 0.98240
ring N=32: global 0.54493, one-site 0.98201
moved node, cutoff halved: weight moment x1.9995, energy moment x2.0000
```
